# How a rigid scissor shift changes velocity and position matrix elements

**Q.** A semilocal calculation of an insulator gives too small a gap, so you raise all conduction bands by the same energy. That is adding a constant. A constant commutes with everything, so why should any velocity change?

**A.** The energy is added to the empty states and not to the filled ones, so the added operator is not a constant. Let $H_0$ be the one-electron Hamiltonian, with filled states $v$, empty states $c$ and a direct gap at every wave vector. Let $P_v$ and $P_c=1-P_v$ project on the two groups. The scissor operator and the corrected Hamiltonian are

$$S=\Delta P_c,\qquad H=H_0+S,\qquad \Delta>0 .$$

Since $P_c$ is built from eigenstates of $H_0$, it commutes with $H_0$. The two Hamiltonians therefore share their eigenstates. Filled energies stay, empty energies rise by $\Delta$, and each transition energy $E_{cv}=E_c-E_v$ becomes $E_{cv}+\Delta$.

In real space, written for one coordinate,

$$S(x,x')=\Delta\left[\delta(x-x')-P_v(x,x')\right].$$

The first term is the harmless constant. The second connects different points, so $S$ is a nonlocal potential and need not commute with position:

$$\langle x|[S,x]|x'\rangle=(x'-x)\,S(x,x')=\Delta\,(x-x')\,P_v(x,x').$$

The delta function has dropped out because it is multiplied by $x'-x$.

**Q.** Velocity is momentum over mass. Momentum knows nothing about $S$.

**A.** Velocity is the rate of change of position. From the Schrödinger equation, $d\langle\mathbf r\rangle/dt=\langle\mathbf v\rangle$ with

$$\mathbf v=\frac{i}{\hbar}[H,\mathbf r]=\mathbf v_0+\frac{i}{\hbar}[S,\mathbf r],\qquad \mathbf v_0=\frac{i}{\hbar}[H_0,\mathbf r].$$

If $H_0$ is $p^2/2m$ plus a local potential, then $[p^2/2m,\mathbf r]=-i\hbar\mathbf p/m$ and $\mathbf v_0=\mathbf p/m$. The elements of $\mathbf p$ are indeed the same before and after the shift. What changes is the relation between $\mathbf p$ and $\mathbf v$.

**Q.** By how much does an interband element change?

**A.** Take a finite system first, where $\mathbf r$ is an ordinary operator. Letting $H_0$ act to the left on $c$ and to the right on $v$ gives

$$\mathbf v_{0,cv}=\frac{i}{\hbar}\langle c|H_0\mathbf r-\mathbf rH_0|v\rangle=\frac{i}{\hbar}E_{cv}\,\mathbf r_{cv}.$$

For the added term, $\langle c|S=\Delta\langle c|$ and $S|v\rangle=0$, so

$$\frac{i}{\hbar}\langle c|[S,\mathbf r]|v\rangle=\frac{i}{\hbar}\Delta\,\mathbf r_{cv}=\frac{\Delta}{E_{cv}}\,\mathbf v_{0,cv}.$$

The sum is

$$\boxed{\;\mathbf v_{cv}=\frac{E_{cv}+\Delta}{E_{cv}}\;\mathbf v_{0,cv}\;}$$

The element $vc$ is the complex conjugate and has the same real factor. Between two empty states, $\langle c|[S,\mathbf r]|c'\rangle=(\Delta-\Delta)\mathbf r_{cc'}=0$; between two filled states both terms vanish. Velocities within each group are unchanged. The position element $\mathbf r_{cv}$ is unchanged because neither the states nor the operator $\mathbf r$ has changed.

**Q.** You defined the velocity by a commutator and then evaluated the commutator. Does an electron really move faster?

**A.** That can be tested without using the commutator. Take three cells of the one-dimensional potential given below, between hard walls, with the three lowest states counted as filled. Prepare $(|v\rangle+i|c\rangle)/\sqrt2$ for a pair with $E_{cv}=4.477$ eV, and let it evolve under $H$ with $\Delta=1.7$ eV. The computed $\langle x\rangle(t)$ has initial slope $0.953$ nm/fs. The expectation value of $p/m$ in the same state is $0.690$ nm/fs. With one more digit kept, the energy ratio is $(4.4766+1.7)/4.4766=1.3798$, and $0.6904\times1.3798=0.953$ nm/fs. These values belong to the spatial grid used; refining it changes them by less than $0.1$ %.

The reason is visible in the motion. The superposition oscillates at angular frequency $(E_{cv}+\Delta)/\hbar$ with an amplitude set by $x_{cv}$. The same amplitude covered at a higher frequency requires a higher velocity.

**Q.** In an infinite crystal $\mathbf r$ is unbounded, and its elements between Bloch states are not ordinary numbers. Your derivation stops there.

**A.** The commutator survives, because it contains differences of positions. Define $H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$, which acts on the periodic parts $u$ of the Bloch states. Differentiating both exponentials,

$$\partial_{\mathbf k}H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}\,(-i\mathbf rH+iH\mathbf r)\,e^{i\mathbf k\cdot\mathbf r}=\hbar\,\mathbf v(\mathbf k).$$

I write $\partial$ for one component of $\partial_{\mathbf k}$. With constant $\Delta$, $\hbar v=\partial H_0+\Delta\,\partial P_c$. To find $\partial P_c$, differentiate $[H_0,P_c]=0$:

$$[\partial H_0,P_c]+[H_0,\partial P_c]=0 .$$

Take the element between $c$ and $v$. In the first commutator $P_c|v\rangle=0$ and $\langle c|P_c=\langle c|$, which leaves $-\langle c|\partial H_0|v\rangle$. The second gives $E_{cv}\langle c|\partial P_c|v\rangle$. Hence

$$\langle c|\partial P_c|v\rangle=\frac{\langle c|\partial H_0|v\rangle}{E_{cv}},\qquad \hbar v_{cv}=\left(1+\frac{\Delta}{E_{cv}}\right)\langle c|\partial H_0|v\rangle ,$$

which is the boxed relation again. For elements within a group, differentiate $P_c^2=P_c$ to get $(\partial P_c)P_c+P_c\,\partial P_c=\partial P_c$. Between two empty states this reads $2X=X$, and between two filled states $0=X$, so $X=0$ in both cases. Band velocities are therefore unchanged.

Degeneracy inside a group does no harm, since no individual eigenvector was differentiated. A closing gap does: where a filled and an empty band touch, $P_c(\mathbf k)$ need not be differentiable and $E_{cv}$ vanishes, so the derivation fails.

**Q.** And what is "position" between Bloch states? If you define it as velocity divided by energy, its invariance is empty.

**A.** Define it from the states, with no energy in it:

$$\xi_{cv}=i\langle u_c|\partial u_v\rangle .$$

A change of phase of $u_v$ with $\mathbf k$ multiplies $\xi_{cv}$ by that phase factor; the extra derivative term is proportional to $\langle u_c|u_v\rangle=0$. So the same phases must be used before and after the shift. Now differentiate $P_c|u_v\rangle=0$ and project on $c$:

$$\langle c|\partial P_c|v\rangle+\langle u_c|\partial u_v\rangle=0\quad\Rightarrow\quad \langle c|\partial P_c|v\rangle=i\,\xi_{cv}.$$

The scissor leaves the states and $P_c$ as they were, so $\xi_{cv}$ is unchanged. Combining this with the previous answer,

$$\hbar v_{0,cv}=iE_{cv}\,\xi_{cv},\qquad \hbar v_{cv}=i(E_{cv}+\Delta)\,\xi_{cv}.$$

Dividing each velocity by its own transition energy gives the same position element.

**Q.** Show me numbers.

**A.** Take a one-dimensional crystal of period $a=0.51$ nm, with $G=2\pi/a$ and one filled band, in the potential

$$V(x)=2V_1\left[\cos Gx+0.2\cos(2Gx+\pi/2)\right].$$

The second harmonic removes inversion symmetry. The choice $V_1=2.113$ eV gives a gap of $4.1$ eV at the zone edge $k=\pi/a$, and the scissor is $1.7$ eV. For the two lowest bands:

| $ka/\pi$ | $E_{cv}$ (eV) | $\lvert v_0\rvert$ (nm/fs) | $\lvert v\rvert$ (nm/fs) | $\lvert\xi\rvert$ (nm) |
|---|---|---|---|---|
| 1.00 | 4.100 | 0.754 | 1.067 | 0.1211 |
| 0.75 | 4.367 | 0.711 | 0.988 | 0.1072 |
| 0.50 | 5.078 | 0.621 | 0.828 | 0.0804 |

Here $v$ comes from numerical differentiation of the corrected $H(k)$, and $\xi$ from differentiated eigenvectors of each Hamiltonian. The last column holds for both. At the edge the energy ratio is $5.8/4.1=1.415$, and $0.754\times1.415=1.067$ nm/fs. The added term alone is $0.313$ nm/fs, which is $1.7/4.1=0.415$ of $v_0$.

The factor falls to $1.335$ at half the zone edge because the same $\Delta$ is compared with a larger $E_{cv}$. It tends to 1 for $E_{cv}\gg\Delta$ and to $\Delta/E_{cv}$ for $E_{cv}\ll\Delta$. One common factor for all velocities would therefore be wrong.

**Q.** Suppose I keep $v_0$ and correct the energies alone. What do I lose in a spectrum?

**A.** For independent electrons in a weak field $F\cos\omega t$, the interband coupling is $eF\xi_{cv}\cos\omega t$. The golden rule gives a transition rate proportional to $F^2|\xi_{cv}|^2\delta(E_{cv}+\Delta-\hbar\omega)$. The absorbed power is this rate times $\hbar\omega$, and it is also proportional to $\omega F^2\,\mathrm{Im}\,\chi$. The factor $\omega$ cancels:

$$\mathrm{Im}\,\chi(\omega)\propto\sum_{c,v,k}|\xi_{cv}|^2\,\delta(E_{cv}+\Delta-\hbar\omega).$$

This is the uncorrected spectrum moved up by $\Delta$, with its shape unchanged. In terms of velocity, $|\xi_{cv}|^2=\hbar^2|v_{cv}|^2/(E_{cv}+\Delta)^2$. Putting $v_0$ there multiplies each transition by $[E_{cv}/(E_{cv}+\Delta)]^2$. At the gap of the example that is $(4.1/5.8)^2=0.50$, so half the strength is lost.

The static response is a second case. Under a static force term $fx$, first-order perturbation theory mixes $-f\,x_{cv}/(E_{cv}+\Delta)$ of state $c$ into state $v$. The summed position of the filled electrons then changes by

$$\frac{d}{df}\sum_v\langle x\rangle_v=-2\sum_{c,v}\frac{|x_{cv}|^2}{E_{cv}+\Delta}.$$

For the three-cell cluster, direct diagonalization with a small force, $S$ being held fixed, gives a magnitude of $0.00619$ nm²/eV. The sum with unchanged position elements gives the same value. Taking $v_0$ with corrected energies gives only $0.0035$ nm²/eV.

In the crystal, the scissor reduces the static response to $0.73$ of its uncorrected value; with $v_0$ kept by mistake the factor would be $0.39$. The first number is reasonable: each term is reduced by $E_{cv}/(E_{cv}+\Delta)$, which is at least $4.1/5.8=0.71$.

**Q.** A spectrum moved rigidly upwards has more oscillator strength, since strength contains the transition energy. Does that not violate the sum rule?

**A.** It changes the sum, and the nonlocal term accounts for the change. For one filled band and a local potential, $H_0(k+q)=H_0(k)+\hbar qv_0+\hbar^2q^2/2m$. Second-order perturbation theory gives the curvature of the filled band:

$$\frac{\partial^2E_v}{\partial k^2}=\frac{\hbar^2}{m}-2\sum_c\frac{|\hbar v_{0,cv}|^2}{E_{cv}}=\frac{\hbar^2}{m}-2\sum_cE_{cv}|\xi_{cv}|^2 .$$

The zone average of the left side is zero, because $E_v$ is periodic in $k$. With a bar for the zone average, the oscillator sum before the shift is therefore

$$f_0=\frac{2m}{\hbar^2}\overline{\sum_cE_{cv}|\xi_{cv}|^2}=1 .$$

Replacing $E_{cv}$ by $E_{cv}+\Delta$ at fixed $\xi$ gives

$$f=1+\frac{2m\Delta}{\hbar^2}\,\Omega,\qquad \Omega=\overline{\sum_c|\xi_{cv}|^2}.$$

The length $\sqrt{2\Omega}$ is the range of the nonlocality. The kernel $(x-x')P_v(x,x')$ belongs to $[x,P_v]$, which corresponds to $i\,\partial P_v$. Its elements $cv$ and $vc$ each have modulus $|\xi_{cv}|$, and the others vanish. Summing squared moduli per cell,

$$\int_{\rm cell}dx\int dx'\,(x-x')^2|P_v(x,x')|^2=2\Omega ,$$

while the same integral without $(x-x')^2$ is 1, the number of filled states per cell.

In the example $\Omega=0.00776$ nm², so the root-mean-square range is $\sqrt{2\times0.00776}=0.125$ nm, a quarter of the period. With $\Delta=1.7$ eV the sum becomes $f=1.346$. The corrected velocities and the real-space integral agree on this value.

The excess also marks a limit of the method. In the nonrelativistic many-electron Hamiltonian the interactions depend on positions and commute with them, so the kinetic energy alone fixes the sum at 1 per electron. A scissored independent-particle spectrum with $f=1.346$ cannot be right at all frequencies.

**Q.** My $H_0$ contains nonlocal pseudopotentials. May I rescale $p/m$?

**A.** No. The ratio applies to the full $v_0=(i/\hbar)[H_0,\mathbf r]$, which then differs from $\mathbf p/m$. As an illustration, add to the model the term $-(2\ \text{eV})\,|\beta\rangle\langle\beta|$, with plane-wave components $\beta_n=(-1)^n\exp[-\tfrac12(0.08\ \text{nm})^2(k+nG)^2]$. At $ka/\pi=0.75$ the rescaled $p/m$ misses the correct interband velocity by 24 % of that velocity. The rescaled full $v_0$ reproduces it.

**Q.** Real corrections are not rigid. What if the shift depends on energy?

**A.** Let it grow linearly, $\Delta_c=\Delta+s(E_c-E_b)$, with $E_b$ the conduction-band bottom. The operator is $S=(\Delta-sE_b)P_c+sP_cH_0$, and the eigenstates are still unchanged. Write $X=\langle c|\partial P_c|v\rangle$, so that $\langle c|\partial H_0|v\rangle=E_{cv}X$. Then

$$\langle c|\partial(P_cH_0)|v\rangle=E_vX+E_{cv}X=E_cX,\qquad \langle c|\partial S|v\rangle=\Delta_cX .$$

Each interband element follows its own energy ratio $(E_{cv}+\Delta_c)/E_{cv}$, and $\xi$ is unchanged. Within the conduction group $\partial P_c$ has no elements, so $\partial S$ contributes $s\,\partial H_0$ and those velocities grow by the factor $1+s$. For $s=0.05$ conduction-band velocities rise by 5 %. A rigid shift, in contrast, leaves band velocities and effective masses alone.

**Q.** And if the better theory also changes the orbitals?

**A.** Then the position elements change, and the energy ratio alone no longer gives the change of velocity. For comparison, open the same gap of $5.8$ eV by deepening the local potential, with period and shape held fixed. At the zone edge $|\xi|$ falls from $0.121$ to $0.090$ nm, a change of $-26$ % relative to the scissor value. Since velocity is proportional to energy times $\xi$, it rises by the factor $(5.8/4.1)\times(0.090/0.121)=1.05$, against $1.41$ for the scissor. The gap alone does not fix the velocity.

**Q.** How does this stand beside a hafnia capacitor?

**A.** The period, the gap of about 4 eV from semilocal functionals and the corrected gap near 6 eV are rough values for hafnia. The rest is a model: hafnia is three-dimensional, with several oxygen-derived valence bands and hafnium $d$ conduction bands, so the velocities, $\Omega$ and $f$ above are not predictions for it. The ratio near $1.4$ at the gap carries over to the extent that a rigid shift with fixed orbitals describes the correction. It must be formed with the direct transition energy at fixed $\mathbf k$, which exceeds the fundamental gap where that gap is indirect, as in monoclinic hafnia. How far real orbitals depart from this is not settled here; the deepened potential shows that the factor can drop to $1.05$ in this model.

Three other neglected effects can be estimated, and their energies are small compared with the gap:

- **Electron–hole attraction.** The model's reduced mass is $\mu=0.33\,m$. With a rough electronic permittivity of $4.5$, the hydrogenic binding energy is $0.33/4.5^2$ of the hydrogen value, or $0.22$ eV. Halving or doubling the mass, as a measure of anisotropy, gives $0.11$ or $0.44$ eV. The hydrogenic radius, with one more digit of the mass ($\mu=0.328\,m$), is $0.73$ nm, only $1.4$ periods, and it shrinks as the mass grows, so these energies are rough guides. This attraction also redistributes absorption near the edge, which the rigid spectrum omits.
- **Field.** Equating $eF\ell$ with $\hbar^2/2\mu\ell^2$ gives an edge broadening $(e^2F^2\hbar^2/2\mu)^{1/3}=0.22$ eV at 3 MV/cm. Take two symmetric bands with $\varepsilon^2=E_g^2/4+\hbar^2k^2E_g/4\mu$, where $\varepsilon$ is the energy from midgap; near the edge their separation is $E_g+\hbar^2k^2/2\mu$, as it should be. Inside the gap $k=i\kappa$, and the decay constant is $\kappa=(\sqrt{\mu E_g}/\hbar)\sqrt{1-4\varepsilon^2/E_g^2}$. The tunnelling exponent is then $(2/eF)\int\kappa\,d\varepsilon=\pi\sqrt\mu\,E_g^{3/2}/(2\hbar eF)\approx150$, so band-to-band tunnelling is negligible in this estimate. The number gives only the size: the model's bands are not symmetric (edge masses $1.64\,m$ and $0.41\,m$), and $\mu$ belongs to the $4.1$ eV gap. The model's own decay constant gives 90 at the $4.1$ eV gap and 177 for the potential deepened to $5.8$ eV. It would also need a film at least $E_g/eF\approx19$ nm thick. The exponent says nothing about injection from the electrodes, which meets a lower barrier and can dominate the leakage of a real capacitor.
- **Temperature.** An assumed shrinkage of $0.4$ meV/K lowers the gap by $0.023$ eV between 300 and 358 K. If this is all assigned to $\Delta$, the ratio at the gap falls by $0.023/4.1\approx0.006$. The factor $e^{-E_g/2k_BT}$ is about $10^{-41}$ at 358 K, so in a clean crystal the bands are filled and empty as assumed.

Real films also contain defects such as oxygen vacancies, whose levels can lie in the gap. Transitions and leakage through such levels are outside this two-group picture, and neither the tunnelling exponent nor the thermal factor describes them. The remaining computed values are in the numerical output.

## Calculated quantities

```
period 0.51 nm; uncorrected gap 4.1 eV; scissor 1.7 eV
first Fourier coefficient of potential 2.1128 eV
second/first harmonic 0.2, phase 1.5708 rad
k = 1.00 of zone edge:
  transition energy before, after 4.1000, 5.8000 eV
  |v0|, |added term|, |v| 0.7544, 0.3128, 1.0671 nm/fs
  velocity ratio 1.4146; energy ratio 1.4146
  |position| before, after 0.12110, 0.12110 nm
k = 0.75 of zone edge:
  transition energy before, after 4.3665, 6.0665 eV
  |v0|, |added term|, |v| 0.7110, 0.2768, 0.9878 nm/fs
  velocity ratio 1.3893; energy ratio 1.3893
  |position| before, after 0.10718, 0.10718 nm
k = 0.50 of zone edge:
  transition energy before, after 5.0782, 6.7782 eV
  |v0|, |added term|, |v| 0.6207, 0.2078, 0.8285 nm/fs
  velocity ratio 1.3348; energy ratio 1.3348
  |position| before, after 0.08045, 0.08045 nm
edge strength if v0 is kept: 0.4997 of correct
rms range of filled-band kernel 0.1246 nm
mean sum of |position|^2, Omega 0.007764 nm^2
oscillator sum before, after 1.00000, 1.34642
static response after/before 0.7315
same with v0 kept by mistake 0.3933
nonlocal H0: error of rescaled p/m 24.3 %
cluster: pair transition energy before 4.4766 eV
cluster: d<x>/dt from time evolution 0.95258 nm/fs
cluster: p/m alone 0.69040 nm/fs
cluster: p/m times energy ratio 0.95258 nm/fs
cluster: static response, direct 0.006188 nm^2/eV
cluster: from unchanged position 0.006188 nm^2/eV
cluster: from v0, corrected energy 0.003474 nm^2/eV
neglected effects:
local potential opening whole gap: |position| 0.09016 nm
  change of position element -25.5 %
shift slope 0.05: band velocity +5.0 %
reduced mass 0.3280 m_e; permittivity 4.5 (rough)
hydrogenic exciton binding 0.220 eV
  with mass halved, doubled 0.110, 0.441 eV
field 3.0 MV/cm: edge broadening energy 0.219 eV
  two-band tunnelling exponent 152
gap shrinkage 300 to 358 K at 0.4 meV/K (rough): 0.023 eV
log10 of exp(-gap/2kT) at 358 K: -40.8
```
